# Why pre-existing high-k traps lower a gate stack's Weibull slope

**Question.** A gate stack consists of a thin SiO2-like interlayer and a high-k layer. Both must be crossed by a chain of traps before the stack breaks down, so one might expect both to contribute to the Weibull slope. Why does the slope move towards that of the interlayer alone when the high-k layer already contains many traps, and how many are "many"?

**Answer.**

**The mechanism**

The Weibull slope measures how steeply the chance of breakdown rises with stress time. A cell of dielectric that must wait for a trap makes this chance rise faster. A cell that held a trap before the stress began is equally necessary to the conducting path, but its contribution does not change with time. It affects how many paths are available, not how fast they are completed.

Divide the stack into vertical columns of cubic cells with edge $a$. Each column has $n_1$ interlayer cells and $n_2$ high-k cells. A cell conducts if it contains at least one trap, and the device breaks down when all the cells of any one column conduct. Traps are placed independently and at random, and the interlayer starts clean.

Let $t$ be the stress time divided by a fixed reference time. The mean numbers of traps per cell are

$$u_1=c_1t^{\alpha_1},\qquad u_2=u_0+g,\qquad g=c_2t^{\alpha_2}.$$

The two layers thus have different generation laws, and $u_0$ is the pre-existing part in the high-k layer. These quantities are dimensionless, so no choice of atomic or practical units enters the algebra.

**From cells to the slope**

For Poisson-distributed traps, a cell is empty with probability $e^{-u}$ and conducts with probability $\lambda=1-e^{-u}$. Cells are independent, so a column is complete with probability

$$p=\lambda_1^{n_1}\lambda_2^{n_2}.$$

A device with $N$ columns survives if none is complete. Its failed fraction $F$ and cumulative hazard $H$ are

$$F=1-(1-p)^N,\qquad H=-\ln(1-F)=-N\ln(1-p).$$

On a Weibull plot, $\ln H$ is drawn against $\ln t$, and the local slope is $\beta=d\ln H/d\ln t$. Since $dH=N\,dp/(1-p)$,

$$\beta=\frac{p}{(1-p)[-\ln(1-p)]}\,\frac{d\ln p}{d\ln t}.$$

The logarithm of $p$ is a sum over cells. For one cell,

$$\frac{d\ln\lambda}{d\ln t}=\frac{e^{-u}}{1-e^{-u}}\frac{du}{d\ln t}=\frac{1}{e^u-1}\frac{du}{d\ln t}.$$

The constant $u_0$ has no derivative, while $du_1/d\ln t=\alpha_1u_1$ and $du_2/d\ln t=\alpha_2g$. Therefore

$$\beta=\frac{p}{(1-p)[-\ln(1-p)]}\left[\frac{n_1\alpha_1u_1}{e^{u_1}-1}+\frac{n_2\alpha_2g}{e^{u_2}-1}\right].$$

For sparse traps, $p\ll1$ makes the prefactor approach one, and $e^u-1\approx u$. This leaves

$$\boxed{\beta\approx n_1\alpha_1+n_2\alpha_2\frac{g}{u_0+g}}$$

The fraction is the share of high-k traps that the stress has generated. With $u_0=0$ it equals one, and both layers contribute fully. With $u_0\gg g$ it tends to zero, leaving the interlayer value $n_1\alpha_1$.

The two terms also say which layer receives the fatal trap. The rate at which a given cell completes a column, per unit of $\ln t$, is the probability that all the other cells conduct times $d\lambda/d\ln t$ for that cell. This equals $p\,d\ln\lambda/d\ln t$, which is proportional to the cell's term in the slope. For a failure at time $t$, the high-k share of $\beta$ at that time is therefore the probability that the last trap appears in the high-k layer.

A simulation that draws individual trap arrival times tests this picture. It used 3000 devices of 1000 columns, with $c_1=1$, $c_2=0.3$ and the cell numbers and exponents of the example below. With $u_0=0.5$, the last trap lay in the high-k layer in 7.5% of failures, against 7.7% from the formula. Without old traps the figures were 57.5% and 59.0%.

The slopes between 20% and 80% failures were 1.04 simulated and 1.03 calculated with old traps, and 1.77 and 1.87 without them. The last difference is about 2.5 sampling standard errors, a rather large fluctuation. The whole simulated distribution nevertheless stayed within the 0.1% critical Kolmogorov–Smirnov distance, 0.036.

**The slope of the interlayer, but not its lifetime**

Suppose that high-k generation is negligible up to failure, and write $\lambda_0=1-e^{-u_0}$. For $p\ll1$,

$$H\approx N\lambda_0^{n_2}\lambda_1^{n_1}.$$

This is the hazard of an interlayer with $N\lambda_0^{n_2}$ columns instead of $N$. The old traps have bridged the high-k part of these columns, and breakdown waits for the interlayer beneath them.

Let $t_{63}$ be the time at which $H=1$, or $F\approx63\%$. With $\lambda_1\approx c_1t^{\alpha_1}$, the stack and the full-area interlayer satisfy

$$N\lambda_0^{n_2}c_1^{n_1}t_{63,\rm stack}^{\,n_1\alpha_1}=1,\qquad Nc_1^{n_1}t_{63,\rm IL}^{\,n_1\alpha_1}=1.$$

Division gives

$$\frac{t_{63,\rm stack}}{t_{63,\rm IL}}\approx\lambda_0^{-n_2/(n_1\alpha_1)}.$$

This comparison holds the interlayer generation law fixed, and hence its field and temperature. The lifetime ratio can be large even when the slopes agree.

The limit also needs enough bridged columns. Since $\lambda_1\le1$, a frozen high-k layer cannot give a hazard above about $N\lambda_0^{n_2}$ when $\lambda_0^{n_2}\ll1$. If this number is below one, the device population cannot reach 63% failures without new high-k traps. The second generation law then matters again.

**How many traps are "many"?**

The comparison is between $u_0$ and $g$ at the failure time, which itself depends on $u_0$. In the sparse formula the slope is halfway between its two limits when $g=u_0$. Then $u_2=2g$, and the condition $H=1$ becomes

$$Nc_1^{n_1}t^{n_1\alpha_1}(2c_2t^{\alpha_2})^{n_2}=1.$$

Let $t_c$ be the 63% time of the trap-free stack, which obeys the same equation without the factor 2. With $\beta_c=n_1\alpha_1+n_2\alpha_2$, division gives $t=t_c\,2^{-n_2/\beta_c}$. The crossover is therefore at

$$u_0^*\approx c_2t_c^{\alpha_2}\,2^{-n_2\alpha_2/\beta_c}.$$

**A numerical case**

Take a 100 µm² capacitor with a 1.2 nm interlayer, a 1.8 nm high-k layer and 0.6 nm cells. Then $n_1=2$, $n_2=3$ and $N=2.78\times10^8$. The exponents are $\alpha_1=0.5$ and $\alpha_2=0.4$. After 1000 s the stress has generated $10^{20}$ traps/cm³ in the interlayer and $10^{19}$ traps/cm³ in the high-k layer. The latter also holds $10^{20}$ pre-existing traps/cm³, or $u_0=0.0216$ per cell.

At the calculated $t_{63}=634$ s, $g=0.00180$. The generated share is

$$\frac{0.00180}{0.0216+0.00180}=0.077,$$

and the sparse formula gives

$$\beta\approx2(0.5)+3(0.4)(0.077)=1.09.$$

The full expression gives 1.08, because some cells already contain a trap when another arrives. Without old traps the slope is 2.15 and $t_{63}$ is $2.15\times10^4$ s. The old traps thus halve the slope and shorten the 63% time by a factor of 34.

About 2710 columns are bridged in the high-k layer at the start. Freezing high-k generation gives a slope of 0.99 and a 63% time about $10^5$ times that of the full-area interlayer. The number of bridged columns is proportional to area, so a 0.01 µm² device would have only 0.27 on average. The interlayer limit would then fail at the 63% point for this trap density, where the slope is 1.41. One bridged column is only the minimum requirement. A 1 µm² device has 27 bridged columns, but it lives long enough for $g$ to grow, and its slope is 1.28.

For the crossover, the trap-free time is $t_c=21.5$ in units of 1000 s. In terms of density,

$$10^{19}\,(21.5)^{0.4}\,2^{-1.2/2.2}\approx2.3\times10^{19}\ {\rm cm^{-3}},$$

or 0.023 nm⁻³. The full calculation also gives $2.3\times10^{19}$ cm⁻³. At $10^{19}$ cm⁻³ the slope is still 1.85, while at $10^{21}$ cm⁻³ it is 1.00. These values belong to the 100 µm² area. Since $t_c\propto N^{-1/\beta_c}$, the sparse crossover scales as $N^{-\alpha_2/\beta_c}$, so smaller devices need more old traps. The full calculation gives $5.2\times10^{19}$ cm⁻³ at 1 µm² and $1.1\times10^{20}$ cm⁻³ at 0.01 µm². At the smaller area the traps are no longer sparse, and the formula overestimates the crossover by about 30%.

The second generation law has lost most of its influence in the trap-rich stack. Doubling $\alpha_2$ to 0.8, with the density generated at 1000 s held fixed, raises the trap-free slope from 2.15 to 3.36. The trap-rich slope rises from 1.08 to 1.15.

The Weibull plot is also curved. Earlier failures occur at smaller $g$, so the slope falls towards the interlayer value. At 100 failures per million it is 1.00, and the time is 0.079 s. A straight line from the 63% point predicts 0.13 s, which is optimistic by a factor of 1.6.

**What a real stack changes**

The parameters are rough values in the regime of HfO2 on SiO2. Trap density depends strongly on processing, and the generation parameters are model choices. With 1.8 V across the stack and relative permittivities of 3.9 and 20, the interlayer field is 11.6 MV/cm. This represents accelerated stress, not normal operation. The following changes are made one at a time, starting from the slope of 1.08.

- **Charging.** With the gate positive and the interlayer next to the substrate, electrons captured in the high-k layer lower the interlayer field at fixed voltage. With the gate negative they would raise it. Filling every old trap would lower it by 0.95 MV/cm. If 10% fill per decade of time, and the natural logarithm of the interlayer time scale changes by 3 per MV/cm, the slope becomes 0.96, provided the interlayer trap density at 1000 s is held fixed. Suppose instead that the stated law describes the uncharged stack, that filling starts at 1 µs, and that the interlayer's effective stress time accumulates at a rate set by its changing field. With the high-k generation law unchanged, the 63% time rises to about 6400 s. More high-k traps are then generated before failure, and the slope stays near 1.08. At fixed voltage, however, the voltage lost by the interlayer appears across the high-k layer, whose average field rises by 0.63 MV/cm when all old traps are filled. If this speeds up trap generation there, the slope is higher and the 63% time shorter than these values. With the same 3 per MV/cm acting on the high-k field, they become 1.21 and about 4300 s.
- **Thickness variation.** A device-to-device standard deviation of 0.02 nm in the interlayer, acting through the interlayer field and shifting both generation laws equally in time, gives a slope of 0.97. If the high-k law responds instead to its own, smaller change of field, the slope is 0.98.
- **Diagonal paths.** Allowing nine choices at each step between cell layers multiplies the mean number of paths by $9^4$. Using this count as a first estimate lowers $t_{63}$ to 0.12 s and the slope to 1.00. Absolute lifetimes from the vertical-column model therefore need calibration.
- **Uneven trap depth.** If one of the three high-k cell layers has no old traps, the slope rises to 1.49, because that layer must still wait for a generated trap. Moving the missing traps into the other two layers, so that the average stays at $10^{20}$ cm⁻³, still gives 1.45. A high average density is not sufficient.
- **Different acceleration.** If the high-k law runs ten times faster in time while the interlayer law is unchanged, the slope is 1.18. A change of voltage or temperature can alter the slope in this way if it accelerates the two laws differently.

In these estimates charging can lower the slope by about 0.12 or raise it by a similar amount, depending on the assumptions, and thickness variation lowers it by 0.10 to 0.11, each more than the high-k layer's remaining contribution of about 0.09. A measured slope near one would therefore not by itself establish the trap mechanism. The model also ends at the first complete path and leaves out any later, gradual growth of the leakage current.

## Computed results

```
cell edge 0.6 nm; IL 1.2 nm = 2 cells; HK 1.8 nm = 3 cells
area 100 um^2; columns 2.778e+08
exponents: IL 0.5, HK 0.4
generated at 1000 s: IL 1.0e+20, HK 1.0e+19 cm^-3
pre-existing HK traps 1.0e+20 cm^-3; u0 per cell 0.0216
simulation: 3000 devices of 1000 columns, u0 0.5,
  c_IL 1.0, c_HK 0.3 (reduced time)
  trap-free stack: slope 20-80% simulated 1.77, model 1.87
    fatal trap in HK: simulated 0.575, model 0.590
  trap-rich stack: slope 20-80% simulated 1.04, model 1.03
    fatal trap in HK: simulated 0.075, model 0.077
  IL alone: slope 20-80% simulated 1.00, model 0.99
trap-free stack: t63 2.15e+04 s, slope 2.146
trap-rich stack: t63 634 s, slope 1.083
IL alone, same law and area: t63 0.00772 s, slope 1.000
trap-rich at t63: u_IL 0.0172, g_HK 0.00180, g/(u0+g) 0.0769
  generated HK density 8.34e+18 cm^-3
  sparse-trap slope 1.092; fatal trap in HK 0.084
columns bridged in HK at t=0: 2710
frozen HK: t63 806.3 s, slope 0.990
  IL with only the bridged columns: t63 806.1 s
  life over full-area IL: computed 1.04e+05, power law 1.02e+05
scan: HK traps (cm^-3), t63 (s), slope, g/(u0+g)
  0e+00  2.15e+04  2.146  1.0000
  1e+18  2.07e+04  2.113  0.9711
  1e+19  1.42e+04  1.848  0.7432
  3e+19  6.26e+03  1.462  0.4097
  1e+20  634  1.083  0.0769
  1e+21  1.05  1.000  0.0006
halfway slope 1.573 at 2.28e+19 cm^-3; generated there 2.34e+19 cm^-3
100 ppm, trap-rich: time 0.0786 s, local slope 1.003
  straight line from t63: 0.128 s; trap-free stack: 313 s
HK exponent 0.8: slope trap-free 3.359, trap-rich 1.149
1.8 V, permittivities 3.9 and 20.0: IL field 11.61, HK field 2.26 MV/cm
all HK traps filled: IL field falls by 0.945 MV/cm
  10% filling per decade, 3.0 cm/MV: slope 0.959
IL thickness spread 0.02 nm: sd of ln(time) 0.449, slope 0.970
diagonal paths (first-moment count): t63 0.12 s, slope 1.003
one HK cell layer without old traps: t63 3.6e+03 s, slope 1.492
HK law 10 times faster in time: t63 482 s, slope 1.180
```
